# Total and projected range of heavy ions in a light target

## First half: constant nuclear stopping

### A path that is too short

Take arsenic ions slowing down in amorphous silicon, and suppose that they lose energy only in elastic collisions, with an energy loss per unit length that does not depend on energy. The transport integral derived below, evaluated by numerical quadrature, makes the mean total path 1.1266 times the mean penetration along the initial direction. An estimate that seems natural, because most collisions are soft, gives 1.1875. The excess over one is then half as large again as it should be. The simple expression $1+\mu/3$, with $\mu=M_2/M_1$ the ratio of target mass to ion mass, gives 1.1250.

Two things ask for an explanation: why the soft-collision estimate fails although soft collisions are by far the most frequent, and why a formula of first order in $\mu$ works so well at $\mu=0.3749$, which is not very small.

### The model

An ion of mass $M_1$ and energy $E$ moves among target atoms of mass $M_2<M_1$ that are at rest, unbound and randomly placed, with $N$ atoms per unit volume. In a collision the ion transfers the energy $T$ and turns through the laboratory angle $\phi$. The total range $R$ is the mean length of the whole path. The projected range $R_p$ is the mean final displacement along the initial direction, in a medium without a surface.

Let $x=T/E$. The starting case is the cross section

$$d\sigma=C\,E^{-1/2}\,T^{-3/2}\,dT,\qquad 0<T\le\gamma E, \tag{1}$$

where $C$ is a constant and $\gamma$ is the largest possible $x$, found below. Putting $T=xE$ and $dT=E\,dx$ gives the collision rate per unit path,

$$N\,d\sigma=\frac{K}{E}\,x^{-3/2}\,dx,\qquad K=NC. \tag{2}$$

The mean energy loss per unit path is therefore

$$S=\int xE\;\frac KE x^{-3/2}dx=K\int_0^\gamma x^{-1/2}dx=2K\sqrt\gamma , \tag{3}$$

which is independent of $E$. The number of collisions diverges at small $x$, but these collisions transfer so little energy that $S$ is finite. Every integral used below contains a factor that vanishes at least as fast as $x$, so the divergence does no harm.

### How far one collision can turn the ion

Let $p$ and $p'$ be the ion momenta before and after the collision. The recoiling atom carries the vector difference, whose square is $2M_2T$. With $p^2=2M_1E$ and $p'^2=2M_1(E-T)$,

$$2M_2T=2M_1(2E-T)-4M_1\sqrt{E(E-T)}\cos\phi .$$

Division by $4M_1E$ gives $\mu x/2=1-x/2-\sqrt{1-x}\cos\phi$, and so

$$\cos\phi=\frac{1-\alpha x}{\sqrt{1-x}},\qquad \alpha=\frac{1+\mu}{2}. \tag{4}$$

The sine is more revealing. From (4),

$$\sin^2\phi=\frac{(1-x)-(1-\alpha x)^2}{1-x}
=\frac{x\,(2\alpha-1-\alpha^2x)}{1-x}.$$

Since $2\alpha-1=\mu$, the numerator is $x(\mu-\alpha^2x)$. It must not be negative, so the largest transfer is $x=\mu/\alpha^2$. This identifies

$$\gamma=\frac{\mu}{\alpha^2}=\frac{4\mu}{(1+\mu)^2},\qquad
\sin^2\phi=\frac{\alpha^2x(\gamma-x)}{1-x}. \tag{5}$$

The deflection vanishes at both ends. At $x=0$ the collision is infinitely soft. At $x=\gamma$ it is head-on: the cosine (4) is positive there, because $1-\alpha\gamma=(1-\mu)/(1+\mu)>0$, so the heavy ion continues straight ahead. It has lost the most energy and has not turned.

The largest angle in between also follows from (5). The inequality $\sin^2\phi\le\mu^2$ is equivalent to $x(\mu-\alpha^2x)\le\mu^2(1-x)$. Collecting terms, with $\mu+\mu^2=2\alpha\mu$, turns this into

$$\alpha^2x^2-2\alpha\mu x+\mu^2=(\alpha x-\mu)^2\ge0 ,$$

which is true. Equality holds at $x=\mu/\alpha$, which lies below $\gamma=\mu/\alpha^2$ because $\alpha<1$. Hence $\phi\le\arcsin\mu$, and for arsenic on silicon the limit is $22.0^\circ$. The laboratory angles are small because of the mass ratio, however violent the collision.

The centre-of-mass angle $\theta$ is not restricted in this way. In the centre-of-mass frame the target atom has speed $V=M_1v/(M_1+M_2)$, where $v$ is the ion speed, and its velocity turns through $\theta$. Its velocity changes by $2V\sin(\theta/2)$, which is its recoil speed in the laboratory. Therefore

$$T=\tfrac12M_2\,4V^2\sin^2\frac\theta2=\gamma E\sin^2\frac\theta2. \tag{6}$$

All angles up to $\theta=\pi$ occur.

For small $\mu$, $x\le\gamma\approx4\mu$ is itself of order $\mu$. In (5) we may then set $\alpha^2\approx1/4$ and $1-x\approx1$, with relative errors of order $\mu$. Because $\phi$ is at most of order $\mu$, $1-\cos\phi\approx\frac12\sin^2\phi$, and

$$1-\cos\phi\approx\frac{x(\gamma-x)}{8}. \tag{7}$$

The term $-x^2/8$ looks like a higher-order correction, but at $x\sim\gamma$ it is as large as the first term.

### The simplest estimate and its repair

Let $c$ be the mean cosine between the present and the initial direction. In a collision the direction cosine changes from $u$ to $u\cos\phi+\sqrt{1-u^2}\sin\phi\cos\psi$, where the azimuth $\psi$ is uniformly distributed. The second term averages to zero, so each collision multiplies the mean by $\cos\phi$. If the energy is treated as a smooth function of the path length $s$, then

$$\frac{dc}{ds}=-\kappa c,\qquad \kappa=N\int d\sigma\,(1-\cos\phi),\qquad \frac{dE}{ds}=-S. \tag{8}$$

First keep only the soft part of (7), $1-\cos\phi\approx\gamma x/8\approx\mu x/2$. The integral of $x$ over the collision rate is $S/E$, so $\kappa=\mu S/(2E)$. Division of the two equations in (8) gives $dc/dE=\mu c/(2E)$, with solution $c=(E/E_0)^{\mu/2}$ for an initial energy $E_0$. Then

$$R_p=\int c\,ds=\frac1S\int_0^{E_0}\left(\frac{E}{E_0}\right)^{\mu/2}dE=\frac{E_0/S}{1+\mu/2}.$$

Since $R=E_0/S$, the soft estimate is $R/R_p=1+\mu/2$, or 1.1875 for arsenic in silicon.

Now keep both parts of (7):

$$\kappa=\frac{K}{8E}\int_0^\gamma(\gamma x^{-1/2}-x^{1/2})dx
=\frac{K}{8E}\left(2-\frac23\right)\gamma^{3/2}
=\frac{K\gamma^{3/2}}{6E}=\frac{\gamma S}{12E}. \tag{9}$$

The last step uses (3). With $\gamma\approx4\mu$ this is $\kappa\approx\mu S/(3E)$, two thirds of the soft value. The exponent of $c$ becomes $\mu/3$, and the same integration gives

$$\frac{R}{R_p}\approx1+\frac{\mu}{3}=1+\frac{M_2}{3M_1}. \tag{10}$$

Soft collisions dominate the count but not the energy loss. By (3), the loss from transfers up to $x$ grows as $\sqrt x$, so half of it comes from $x>\gamma/4$. Equation (6) translates this into $\theta>60^\circ$. These hard collisions consume energy while turning the ion less than the soft formula claims. The "small-angle scattering" behind (10) therefore refers to small laboratory angles; an expansion in small centre-of-mass angles gives the wrong coefficient.

### Removing the smooth-energy assumption

The ion really loses energy in jumps of up to a fraction $\gamma$, which is 0.7933 for arsenic on silicon. To account for them, follow the ion over a first short path $\delta s$. It travels $\delta s$ and then either has not collided or has energy $E-T$ left:

$$R(E)=\delta s+\left(1-N\delta s\int d\sigma\right)R(E)+N\delta s\int d\sigma\,R(E-T).$$

Cancelling $R(E)$ and dividing by $\delta s$ gives

$$1=N\int d\sigma\,[R(E)-R(E-T)]. \tag{11}$$

For the projected range, the mean remaining displacement after a collision points along the new direction, because the medium has no preferred axis. Its component along the old direction is $\cos\phi\,R_p(E-T)$, so

$$1=N\int d\sigma\,[R_p(E)-\cos\phi\,R_p(E-T)]. \tag{12}$$

To give the separate terms a meaning, one excludes $x$ below a small cutoff and removes the cutoff at the end; the brackets vanish in proportion to $x$.

By (2), the distribution of $x$ does not depend on energy and every free path scales with $E$. Both ranges are therefore proportional to $E$. Inserting $R=AE$ and $R_p=A_pE$ in (11) and (12) gives $1/A=K\int x^{-1/2}dx$ and $1/A_p=K\int x^{-3/2}[1-(1-x)\cos\phi]dx$. With (4),

$$\frac R{R_p}=\frac1{2\sqrt\gamma}\int_0^\gamma x^{-3/2}J(x)\,dx,\qquad
J=1-(1-\alpha x)\sqrt{1-x}. \tag{13}$$

This is exact for the cross section (1) at any $\mu<1$. Its value for arsenic on silicon is the 1.1266 of the opening.

### Why the first order is so good

Expand

$$\sqrt{1-x}=1-\frac x2-\frac{x^2}8-\frac{x^3}{16}-\frac{5x^4}{128}-\dots$$

and write $J=\sum j_nx^n$. Multiplication by $1-\alpha x$, followed by $\alpha=(1+\mu)/2$, gives

$$j_1=\frac12+\alpha=1+\frac\mu2,\qquad
j_2=\frac18-\frac\alpha2=-\frac18-\frac\mu4,$$

$$j_3=\frac1{16}-\frac\alpha8=-\frac\mu{16},\qquad
j_4=\frac5{128}-\frac\alpha{16}=\frac1{128}-\frac\mu{32}.$$

Each power contributes $j_n\gamma^{n-1}/(2n-1)$ to (13), because $\int_0^\gamma x^{n-3/2}dx=2\gamma^{n-1/2}/(2n-1)$. With $\gamma=4\mu-8\mu^2+12\mu^3-\dots$, the contributions through third order are

$$\begin{aligned}
j_1&=1+\frac\mu2,\\
\frac{j_2\gamma}{3}&=-\frac\gamma{24}-\frac{\mu\gamma}{12}
=-\frac\mu6+\left(\frac13-\frac13\right)\mu^2+\left(-\frac12+\frac23\right)\mu^3,\\
\frac{j_3\gamma^2}5&=-\frac{\mu^3}5,\qquad
\frac{j_4\gamma^3}7=\frac{64\mu^3}{7\cdot128}=\frac{\mu^3}{14}.
\end{aligned}$$

The second-order terms cancel. The third-order terms add to $\frac16-\frac15+\frac1{14}=\frac4{105}$, and

$$\frac R{R_p}=1+\frac\mu3+\frac{4\mu^3}{105}+O(\mu^4). \tag{14}$$

This answers the second question: the first correction to the rule is cubic and has a small coefficient. Quadrature of (13) shows how far this carries. At $\mu=0.1$ the integral is 1.03337 and the rule gives 1.03333. At $\mu=0.5$ the values are 1.1702 and 1.1667; at $\mu=0.9$ they are 1.317 and 1.300. The rule is then low by 1.3 percent of the ratio.

### Following the ions one by one

The same ratio can be obtained without (11) and (12), by a random walk. For arsenic on silicon, 20,000 ions were each followed through 600 collisions. The free paths were exponentially distributed, $x$ was drawn from (2), and the new direction came from the centre-of-mass velocities. Transfers below $x=\delta\gamma$ with $\delta=10^{-3}$ were left out, since their number diverges. Total path divided by depth came out as $1.1242\pm0.0007$, where the uncertainty is one standard error.

The integrals with the same cutoff give 1.1246. The small reduction from 1.1266 can be traced. By (7), the excess over one is proportional to $\gamma-\int x^2d\sigma/\int x\,d\sigma$. With the cutoff, the quotient of integrals is

$$\frac{\int x^{1/2}dx}{\int x^{-1/2}dx}=\frac\gamma3\,\frac{1-\delta^{3/2}}{1-\delta^{1/2}}\approx\frac\gamma3(1+\sqrt\delta).$$

The bracket $\frac23\gamma$ thus loses $\frac13\gamma\sqrt\delta$, a relative change of $\frac12\sqrt\delta=1.6$ percent. Applied to 0.1266, this gives 0.1246. The soft estimate 1.1875 lies far outside the statistical uncertainty.

## Second half: other stopping laws and a real ion

### What is carried over

An ion of mass $M_1$ and energy $E$ loses $T=xE$ to an atom of mass $M_2=\mu M_1$, with $\mu<1$ and $x\le\gamma=4\mu/(1+\mu)^2$. For small $\mu$ its laboratory deflection $\phi$ obeys $1-\cos\phi\approx x(\gamma-x)/8$. The total range $R$ and projected range $R_p$ satisfy the first-collision equations (11) and (12), with $N$ atoms per unit volume. For $d\sigma\propto E^{-1/2}T^{-3/2}dT$, nuclear stopping is constant and $R/R_p=1+\mu/3$ to second order in $\mu$. What remains is to see where that cross section comes from, and what happens when it does not hold.

### A family of power laws

Let the interaction energy at distance $r$ be $V=A r^{-1/m}$, with $A>0$. The scattering angle is dimensionless, so it can depend on the impact parameter $b$ and the energy only through $V(b)/E$, that is, through $Eb^{1/m}$. The area $b^2$ belonging to a given angle thus scales as $E^{-2m}$. For weak deflection, $\theta\propto V(b)/E$, and (6) gives $x\propto\theta^2\propto b^{-2/m}$ at fixed energy. Hence $b^2\propto x^{-m}$, and differentiation gives $d\sigma\propto x^{-1-m}dx$. Together,

$$d\sigma=C E^{-2m}x^{-1-m}dx=CE^{-m}T^{-1-m}dT,\qquad 0<m<1. \tag{15}$$

The energy scaling is exact for the power potential. The form in $x$ is derived for soft collisions and is here extended to hard ones.

The case $m=1/2$ is the inverse-square potential, for which the extension can be judged. Write $V/E_c=h/r^2$, where $E_c$ is the centre-of-mass energy. The classical angle, with $w=1/r$, is

$$\theta=\pi-2b\int_0^{w_0}\frac{dw}{\sqrt{1-(b^2+h)w^2}}=\pi-\frac{\pi b}{\sqrt{b^2+h}}=\pi(1-q),$$

where $w_0$ is the zero of the root and $q=b/\sqrt{b^2+h}$. Thus $y=\sin^2(\theta/2)=\cos^2(\pi q/2)$. From $b^2=hq^2/(1-q^2)$ it follows that $d(b^2)=2hq\,dq/(1-q^2)^2$. The quantity that matters for deflection is

$$g=1-\frac{\int x^2d\sigma}{\gamma\int x\,d\sigma}=1-\frac{\int y^2\,d(b^2)}{\int y\,d(b^2)}. \tag{16}$$

It is the factor by which hard collisions reduce the soft estimate. The power law gives $g=2/3$, as found in (9). Quadrature over $q$ with the true inverse-square angle gives $g=0.6638$. The coefficient of $\mu$ is $g/2$ in this constant-stopping case, so it is 0.3319 instead of 0.3333. For $m=1/2$ the extension to hard collisions therefore costs less than half a percent of the coefficient. For other $m$ the error is larger: the true classical angle gives $g=0.568$ for $V\propto r^{-3}$ ($m=1/3$) and $g=0.810$ for $V\propto r^{-4/3}$ ($m=3/4$), where the form (15) gives 0.600 and 0.800.

For general $m$, the nuclear stopping scales as $E\cdot E^{-2m}$ and both ranges scale as $E^{2m}$. Inserting $R=AE^{2m}$ and $R_p=A_pE^{2m}$ in (11) and (12) gives

$$\frac{R}{R_p}-1=\frac{\int_0^\gamma x^{-1-m}(1-x)^{2m}(1-\cos\phi)\,dx}
{\int_0^\gamma x^{-1-m}[1-(1-x)^{2m}]\,dx}.$$

The numerator is the difference of the two brackets. To leading order in $\mu$ it is

$$\frac18\int_0^\gamma x^{-m}(\gamma-x)dx=\frac{\gamma^{2-m}}8\left(\frac1{1-m}-\frac1{2-m}\right)=\frac{\gamma^{2-m}}{8(1-m)(2-m)}.$$

In the denominator the bracket is $2mx$ to leading order, which gives $2m\gamma^{1-m}/(1-m)$. Division and $\gamma\approx4\mu$ yield

$$\frac R{R_p}\approx1+\frac{\mu}{4m(2-m)}. \tag{17}$$

At $m=1/2$ this returns $\mu/3$. At $m=1/3$, the low-energy limit of the screened cross section adopted below, the coefficient is $9/20$. At $m=3/4$ it is $4/15$. The value $1/3$ therefore belongs to one stopping law and is not a property of nuclear scattering in general.

### Stopping that follows no power law

Electrons also slow the ion. Treat this as a continuous loss $S_e$ per unit path that does not deflect. During $\delta s$ the energy then falls by $S_e\delta s$ even without a collision, which adds $S_e\,dR/dE$ to the right side of (11) and $S_e\,dR_p/dE$ to that of (12). Let $S_n=N\int T\,d\sigma$ and $S=S_n+S_e$.

Subtract the equation for $R_p$ from that for $R$ and write $D=R-R_p$. Since $\cos\phi=1-(1-\cos\phi)$,

$$N\int d\sigma[D(E)-D(E-T)]+S_e\frac{dD}{dE}
=N\int d\sigma(1-\cos\phi)R_p(E-T). \tag{18}$$

The right side is already of first order in $\mu$ relative to one. At leading order we may therefore replace $R_p(E-T)$ by $R(E)$ there, and $D(E)-D(E-T)$ by $T\,dD/dE$ on the left. The result is

$$S\frac{dD}{dE}=\kappa R,\qquad
\kappa=\frac N8\int d\sigma\,x(\gamma-x)=\frac{\gamma S_n}{8E}\,g\approx\frac{\mu S_n}{2E}\,g, \tag{19}$$

with $g$ from the first form of (16). With $D(0)=0$, integration gives

$$\frac R{R_p}\approx1+\mu B,\qquad
B(E_0)=\frac1{2R(E_0)}\int_0^{E_0}\frac{S_n}{S}\,g\,\frac{R(E)}{E}\,dE. \tag{20}$$

A power law without electrons tests this on a known limit. There $\int x^2d\sigma/\int x\,d\sigma=\gamma(1-m)/(2-m)$, so $g=1/(2-m)$. With $R\propto E^{2m}$, the integral of $R/E$ is $R(E_0)/(2m)$, and (20) becomes $B=1/[4m(2-m)]$, in agreement with (17).

Electronic stopping lowers $B$ when the nuclear part is a power law. To see this, use $dE/S=dR$ and let $s$ be the path still to be travelled. Then (20) reads $\mu B=R^{-1}\int_0^R\kappa s\,ds$. With nuclear stopping alone, $\kappa\propto E^{-2m}$ and $s\propto E^{2m}$, so $\kappa s$ is a constant. With electronic stopping added, an ion with the same path $s$ left must have more energy, so $\kappa$ at that $s$ is smaller and the average falls. Electrons take energy that would otherwise have been lost in deflecting collisions.

### Arsenic in amorphous silicon

For a real pair the nuclear charge is screened. In the Thomas-Fermi description, with atomic numbers $Z_1=33$ and $Z_2=14$ and Bohr radius $a_0$, the screening length and reduced energy are

$$a=\frac{0.8853\,a_0}{(Z_1^{2/3}+Z_2^{2/3})^{1/2}},\qquad
\varepsilon=\frac{aM_2E}{Z_1Z_2e^2(M_1+M_2)}, \tag{21}$$

where $e^2$ stands for the squared charge divided by $4\pi$ times the vacuum permittivity. The masses are 74.92 and 28.09 u, so $\mu=0.3749$. This gives $a=0.01168$ nm and, at 100 keV, $\varepsilon=0.479$. The atomic density is set to the rough value of 50 per nm³.

The scattering is described by a function of $\eta=\varepsilon\sin(\theta/2)$:

$$d\sigma=\pi a^2\frac{f(\eta)}{\eta^2}d\eta,\qquad
f=\lambda\eta^{1/3}\left[1+(2\lambda\eta^{4/3})^{2/3}\right]^{-3/2},\quad\lambda=1.309. \tag{22}$$

This analytic fit is an adopted approximation. Since $x=\gamma\eta^2/\varepsilon^2$, a stretch with $f\propto\eta^{1-2m}$ corresponds to the power law (15). At small $\eta$, $f\propto\eta^{1/3}$ and $m=1/3$. Where $f$ passes through its broad maximum, $m$ is locally $1/2$. The nuclear stopping follows from $T=\gamma E\eta^2/\varepsilon^2$:

$$S_n=N\pi a^2\gamma\frac{E}{\varepsilon^2}\int_0^\varepsilon f(\eta)\,d\eta. \tag{23}$$

For the electrons the Lindhard-Scharff formula is adopted,

$$S_e=8\pi N e^2a_0\,\frac{Z_1^{7/6}Z_2}{(Z_1^{2/3}+Z_2^{2/3})^{3/2}}\,\frac v{v_0}, \tag{24}$$

with $v$ the ion speed and $v_0$ the Bohr velocity. At 100 keV, numerical integration of (23) gives $S_n=1434$ eV/nm, and (24) gives $S_e=285$ eV/nm. Electrons take $285/(1434+285)=17$ percent of the loss.

At this energy $g=0.673$, close to $2/3$, as if the conditions of the simple rule held. Yet numerical integration of (20) without electrons gives $B=0.403$, well above $1/3$. The reason is that (20) covers the whole slowing-down, including low energies where $m$ tends to $1/3$ and $S_n$ is smaller. There $R/E$ exceeds its value at 100 keV, which enlarges the integral. The factor $g$ cannot be the cause, since it tends to the smaller value $3/5$ at low energy. With electronic stopping included, $B$ falls to 0.372.

Equation (20) is of leading order in $\mu$. For the actual mass ratio, (11) and (12) with electronic loss were solved numerically on a logarithmic energy grid, starting from low energies, since each energy needs the ranges only at lower ones. The results are:

| $E$ (keV) | $R$ (nm) | $R_p$ (nm) | $R/R_p$ | $(R/R_p-1)/\mu$ |
|---:|---:|---:|---:|---:|
| 20 | 18.2 | 15.7 | 1.159 | 0.424 |
| 50 | 36.8 | 32.0 | 1.150 | 0.399 |
| 100 | 65.9 | 57.9 | 1.139 | 0.371 |
| 200 | 124.9 | 111.0 | 1.125 | 0.335 |
| 400 | 248.5 | 224.0 | 1.109 | 0.291 |

The last digit of the ranges is not converged at the higher energies: a more accurate discretisation lowers $R$ and $R_p$ by 0.1 nm at 200 keV and by 0.2 nm at 400 keV, while the ratios hold to about 0.001. At 100 keV the effective coefficient 0.371 is close to the leading-order 0.372. Agreement this close is particular to that energy: (20) gives 0.414 at 20 keV and 0.300 at 400 keV, against 0.424 and 0.291 in the table. The effective coefficient falls through the table and passes near $1/3$ at 200 keV. The assumptions of the rule are not met there: by (24), $S_e$ grows as $\sqrt E$ and is larger than at 100 keV. The coefficient comes near $1/3$ there because it is falling with energy, not because the conditions of the rule hold.

In practice one may know the total range and want the depth. With $R=65.9$ nm at 100 keV, the rule gives

$$R_p\approx\frac{65.9\ \text{nm}}{1+0.3749/3}=\frac{65.9\ \text{nm}}{1.1250}=58.6\ \text{nm}.$$

The transport solution gives 57.9 nm, so the rule places the ions 0.7 nm, or about 1 percent, too deep. Over the table its ratio is 3 percent low at 20 keV and 1.4 percent high at 400 keV.

### How much the ingredients matter

Switching off electronic stopping at 100 keV, with all else fixed, gives $R=74.8$ nm, $R_p=65.0$ nm and a ratio of 1.151. The depth grows by 12 percent, the ratio by 1 percent.

The ranges also depend strongly on the description of nuclear scattering. For comparison, the Thomas-Fermi function was replaced by classical scattering in the Ziegler-Biersack-Littmark universal potential. This is the Coulomb energy of the two nuclei multiplied by

$$\Phi(z)=0.1818e^{-3.2z}+0.5099e^{-0.9423z}+0.2802e^{-0.4029z}+0.02817e^{-0.2016z},$$

with $z=r/a_U$ and $a_U=0.8853a_0/(Z_1^{0.23}+Z_2^{0.23})$. The scattering angle was integrated numerically for each impact parameter, and the transport equations were solved as before with the same electronic stopping. At 100 keV this gives $R=78.3$ nm, $R_p=68.4$ nm and $R/R_p=1.144$. These values depend slightly on how the lowest energies are treated: extending the energy grid from about 20 eV down to 2 eV, with a more accurate discretisation, moves them to 78.5 nm, 68.5 nm and 1.146. The projected range is 18 percent larger than with the function (22), while the ratio changes by about half a percent. Not all of this is due to the potential, because (22) is itself an approximation: classical scattering in the Thomas-Fermi potential gives $R_p=60.7$ nm and $R/R_p=1.130$, so the change of potential alone accounts for about 13 percent in depth and 1.5 percent in the ratio. In this comparison the ratio is much less sensitive to the potential than either range.

### Beside a real implant

Arsenic is implanted into silicon as a donor, and 100 keV lies within the usual energies. The density and target mass used here are close to those of silicon. A real wafer can break the assumption of randomness: unless it has been made amorphous first, it is a crystal, and ions can be steered along open channels between atomic rows.

A rough critical angle $\psi$ for this comes from the standard averaged potential of a row with atomic spacing $d$, which at distances $r$ well beyond $a$ is $U\approx3a^2Z_1Z_2e^2/(d\,r^2)$. Steering by many atoms requires the ion to stay farther from the row than about $\psi d$, the sideways distance covered between neighbouring atoms. Equating the transverse energy $E\psi^2$ to $U(\psi d)$ gives

$$\psi^4=\frac{3a^2Z_1Z_2e^2}{E\,d^3}.$$

For a $\langle100\rangle$ row, $d$ is the edge of the cubic cell. The cell holds eight atoms, so $d=(8/N)^{1/3}$, and at 100 keV $\psi=3.7^\circ$. The distance $\psi d$ is then only about $3a$, so the large-distance form of $U$ is marginal; the full logarithmic form $U=(Z_1Z_2e^2/d)\ln(1+3a^2/r^2)$ gives $3.5^\circ$. A tilt of $7^\circ$, a common choice, lies outside this angle, so direct entry into that channel is suppressed. Ions can still scatter into channels later and go deeper than the model allows. The present calculation gives no size for that shift, so its depths apply to amorphous silicon. For that target, and for energies from 20 to 400 keV, $1+M_2/(3M_1)$ converts the path of arsenic into depth to about 3 percent with the cross section (22), and to about 5 percent with the universal potential, where the error is largest at 20 keV; the range itself is less certain than the conversion.
